Landau Diamagnetism and de Haas–van Alphen Oscillations of Free Electrons

Non-interacting electrons of charge −e occupy an isotropic parabolic band of mass m* in a large volume. A uniform field B points along z; B is the field inside the gas. The free-electron mass is m, the Bohr magneton is μ_B = eħ/(2m), and the spin energies are ±gμ_B B/2. Disorder and surface effects are neglected. Ω is the grand potential per unit volume, n the density, and D = ∂n/∂μ includes both spins. The magnetization is

M = −(∂Ω/∂B) at fixed μ and T.

The problem is to find how the orbital quantization contributes to M, how this contribution compares with that of the spins, and what changes when the gas is cold.

**(a) Find the grand potential of one spin species, leaving out the Zeeman energy, as a sum over Landau levels. Treat T = 0 first, then T > 0.**

In the gauge A = (0, Bx, 0), a state with wavenumber k_y is a harmonic oscillator in x with frequency eB/m* and centre at −ħk_y/(eB). With

w = ħeB/m*,

the energies are

E = w(n + ½) + ħ²k²/(2m*), n = 0, 1, 2, …,

where k is the wavenumber along B. The values of k_y are spaced by 2π/L_y, so the centres are spaced by 2πħ/(eBL_y). The number that fit into the length L_x is L_xL_y eB/h. Each level therefore holds eB/h states per unit area.

At T = 0 and chemical potential η, each occupied state contributes E − η to the grand potential. For one level put a = η − w(n + ½) > 0 and k_a = √(2m*a)/ħ. Then

∫ from −k_a to k_a of (a − ħ²k²/2m*) dk = 2(ak_a − ak_a/3) = (4/3)ak_a.

The density of k values per unit length is 1/(2π), so

Ω₁⁰(η) = −(eB/h)(2/3π)(√(2m*)/ħ) Σ_n a^{3/2}.

Since eB/h = m*w/(2πħ²), this becomes

Ω₁⁰(η) = −(2/3)A w Σ_n [η − w(n + ½)]^{3/2}, A = (2m*)^{3/2}/(4π²ħ³),

with the sum over levels below η. The constant A has a direct meaning: the zero-field density of one spin is k³/(6π²) with k = √(2m*ε)/ħ, and its derivative with respect to ε is A√ε.

At T > 0 a state of energy E contributes −k_BT ln(1 + e^{(μ−E)/k_BT}). Let f(η) = 1/(e^{(η−μ)/k_BT} + 1). Integration by parts gives

∫_E^∞ (η − E)(−f′(η)) dη = ∫_E^∞ f(η) dη = k_BT ln(1 + e^{(μ−E)/k_BT}).

The left side is minus the T = 0 contribution E − η, averaged over η with weight −f′(η); the right side is minus the contribution at T > 0. Summing over states,

Ω₁(μ,T) = ∫ Ω₁⁰(η)(−f′(η)) dη.

**(b) Derive the Euler–Maclaurin formula for a sum over midpoints and use it to find the orbital magnetization.**

Let φ(x) be smooth on the scale of one unit and vanish, with its derivatives, at large x. Expanding about the midpoint c = n + ½ of a unit cell,

∫_n^{n+1} φ dx = φ(c) + φ″(c)/24 + …,

because the odd terms cancel and ∫ y²/2 dy from −½ to ½ is 1/24. Solve for φ(c) and sum over n. To this order Σφ″(c) can be replaced by ∫₀^∞ φ″ dx = −φ′(0), so

Σ_n φ(n + ½) = ∫₀^∞ φ dx + φ′(0)/24 + …,

where the omitted terms contain φ‴(0) and higher odd derivatives.

From part (a), φ(x) = wF(wx), with

F(E) = −(2/3)A ∫_E^∞ (η − E)^{3/2}(−f′(η)) dη.

The thermal average has made F smooth. The first term of the formula is ∫₀^∞ F dE, which does not contain B: replacing the sum by an integral removes the quantization and with it the whole orbital response. The second term is w²F′(0)/24, and the next is of order w⁴. Differentiating F,

F′(0) = A ∫₀^∞ √η (−f′(η)) dη = ∂n₁/∂μ = D/2,

because n₁ = ∫A√ε f dε and ∂f/∂μ = −f′(ε). For two spins,

Ω(B) − Ω(0) = 2(w²/24)(D/2) = w²D/24.

With w = 2μ_B B(m/m*) this equals (m/m*)²μ_B²B²D/6. Therefore

M_Landau = −(1/3)(m/m*)² μ_B² D B.

The energy rises with B, so the response is diamagnetic. The derivation needs thermal smearing that is wide enough compared with w; part (d) shows why.

**(c) Find the spin magnetization and its ratio to the orbital one. When is the ratio −1/3?**

The Zeeman energy ±δ, with δ = gμ_B B/2, acts as a shift of μ by ∓δ. Expanding the zero-field potentials,

Ω₁(μ − δ) + Ω₁(μ + δ) = 2Ω₁(μ) + δ² ∂²Ω₁/∂μ² + ….

Since ∂Ω₁/∂μ = −n₁, the second derivative is −D/2. The energy change is −δ²D/2 = −(g/2)²μ_B²B²D/2, and

M_Pauli = (g/2)² μ_B² D B.

The same shift inside the orbital term w²D/24 changes it only by terms of order w²δ², which is B⁴. To order B² the two contributions add, and

M_Landau/M_Pauli = −(1/3)(m/m*)²/(g/2)².

This is −1/3 for m* = m and g = 2. More generally it requires |g|m*/(2m) = 1. The orbital term depends on the band mass through w, whereas the spin moment does not. For g = 2 the sum is diamagnetic when m* < m/√3.

Degeneracy was not assumed. In a dilute classical gas n is proportional to e^{μ/k_BT}, so D = n/(k_BT). The spin term becomes Curie's law, nμ_B²B/(k_BT) for g = 2, and the orbital term keeps the same ratio to it.

**(d) Return to T = 0 and evaluate the level sum by Poisson summation. Why does the result of part (b) fail there?**

The comb Σ_n δ(x − n − ½) has period 1. Its Fourier coefficients are ∫₀¹ δ(x − ½)e^{−2πipx} dx = (−1)^p. Multiplying the Fourier series by φ and integrating over x > 0 gives

Σ_n φ(n + ½) = ∫₀^∞ φ dx + 2 Σ_{p≥1} (−1)^p I_p, I_p = ∫₀^∞ φ(x) cos(2πpx) dx.

Here φ(x) = (x₀ − x)^{3/2} for x < x₀ and zero beyond, with x₀ = η/w. Put a = 2πp. In the first integration by parts the boundary term vanishes at both ends:

I_p = (3/2a) ∫₀^{x₀} (x₀ − x)^{1/2} sin(ax) dx.

In the second, the lower limit contributes:

I_p = (3/2a)[√x₀/a − J_p/(2a)] = 3√x₀/(8π²p²) − 3J_p/(16π²p²),

J_p = ∫₀^{x₀} u^{−1/2} cos[2πp(x₀ − u)] du, u = x₀ − x.

The first part of I_p comes from x = 0, the bottom of the band. The sum Σ1/p² is π²/6, and its even terms make up a quarter of it, so Σ(−1)^p/p² = 2(π²/24) − π²/6 = −π²/12. The band-bottom contribution is

2 · (3√x₀/8π²) · (−π²/12) = −√x₀/16.

This equals φ′(0)/24, the Euler–Maclaurin term. Landau's term thus arises at the lower limit of the sum.

The integral J_p is dominated by u near 0, the Fermi edge. For large x₀ its upper limit can be moved to infinity; two integrations by parts show that the removed tail is of order x₀^{−3/2}. Putting u = t² turns the remaining integrals into Fresnel integrals,

∫₀^∞ u^{−1/2} cos(au) du = ∫₀^∞ u^{−1/2} sin(au) du = √(π/2a) = 1/(2√p).

Hence

J_p → [cos(2πpx₀) + sin(2πpx₀)]/(2√p) = cos(2πpx₀ − π/4)/√(2p),

and, up to terms of order x₀^{−3/2},

Σ_n (x₀ − n − ½)^{3/2} = (2/5)x₀^{5/2} − √x₀/16 − [3/(8√2π²)] Σ_p (−1)^p p^{−5/2} cos(2πpx₀ − π/4).

For x₀ = 40.3 the three terms are 4124.037509, −0.396764 and +0.016337. Their sum differs from the explicit level sum, 4123.657080, by about 2 × 10⁻⁶.

The last term is missing from Euler–Maclaurin because φ is not smooth at x₀: its second derivative diverges there. The term is small in the energy, but its phase 2πpη/w varies rapidly with B, and M is a derivative with respect to B.

**(e) Include temperature and spin, and find the oscillatory magnetization for μ ≫ w and μ ≫ k_BT.**

Multiplying the last sum by −(2/3)A w · w^{3/2} gives, for one spin at T = 0,

Ω₁,osc⁰(η) = [A w^{5/2}/(4√2π²)] Σ_p (−1)^p p^{−5/2} cos(2πpη/w − π/4).

For the thermal average set η = μ + k_BT z and c = 2πpk_BT/w. The weight is even in z, so the cosine at η = μ is multiplied by

R_T = ∫ e^{icz} e^z/(1 + e^z)² dz.

The range of z may be extended to −∞ because μ ≫ k_BT. With t = 1/(e^z + 1) this is a beta integral:

R_T = ∫₀¹ [(1 − t)/t]^{ic} dt = Γ(1 + ic)Γ(1 − ic) = πc/sinh(πc).

Thus

R_T = X/sinh X, X = 2π²p k_BT/w.

The two spins have phases shifted by ∓2πpδ/w. Their cosines add to twice the unshifted cosine times

R_S = cos(2πpδ/w) = cos(πp gm*/2m),

since δ/w = gm*/(4m). Therefore

Ω_osc = [A w^{5/2}/(2√2π²)] Σ_p (−1)^p p^{−5/2} R_T R_S cos(2πpμ/w − π/4).

Now differentiate with respect to B. Because μ/w varies as 1/B, the cosine has derivative +(2πpμ/wB) sin(2πpμ/w − π/4). Differentiating w^{5/2} and R_T instead gives terms smaller by about w/μ and k_BT/μ, which are dropped. With D ≈ 2A√μ,

M_osc = −[D w^{3/2}√μ/(2√2πB)] Σ_p (−1)^p p^{−3/2} R_T R_S sin(2πpμ/w − π/4).

Writing μ/w = F/B and μ = ħ²k_F²/(2m*), the frequency is

F = m*μ/(ħe) = ħ(πk_F²)/(2πe).

The oscillation is periodic in 1/B, and F measures the cross-section πk_F² of the Fermi sphere.

To compare with Landau's term, write |M_Landau| = w²D/(12B). At T = 0 and |R_S| = 1 the fundamental, p = 1, has the relative amplitude

|M_osc|/|M_Landau| = (3√2/π)√(μ/w).

This grows as B falls. At T = 0, M_osc/B scales as B^{−1/2}, so M/B has no limit as B → 0. At any fixed T > 0, however, R_T ≈ 2Xe^{−X} with X proportional to 1/B. The oscillation then vanishes faster than any power of B, and the steady susceptibility exists. The ratio −1/3 is thus a statement about the smeared gas; in a degenerate gas k_BT need not exceed w greatly, because X contains the factor 2π².

**(f) Evaluate both regimes for m* = m, g = 2, μ = 0.5 eV and B = 10 T, at 20 K and at 1 K.**

These are round model parameters. The level spacing is w = 1.15768 meV, so μ/w = 431.9, and D = 4.8169 × 10²⁷ eV⁻¹ m⁻³. With μ_B = w/(2B) = 5.7884 × 10⁻⁵ eV/T,

M_Pauli = μ_B²DB = (5.7884 × 10⁻⁵)² (4.8169 × 10²⁷)(10) eV T⁻¹ m⁻³ = 25.86 A/m,

where 1 eV = 1.6022 × 10⁻¹⁹ J was used in the last step.

At 20 K, X = 20 × 1.469 = 29.4 for p = 1, and the oscillations are negligible. An explicit sum over levels and k, without either summation formula, gives M_Landau = −8.619 A/m. The ratio is −8.619/25.858 = −0.3333. The total is 17.24 A/m, a dimensionless susceptibility μ₀M/B of 2.166 × 10⁻⁶.

The conditions in part (c) were tested in the same way. A gas at 300 K with μ = −0.02 eV, labelled classical in the output, gives the ratio −0.33330. It is in fact partly degenerate: μ/k_BT is −0.77 and D is 0.88 n/(k_BT). The ratio holds there because part (c) assumed neither the degenerate nor the classical limit. A band with m* = 0.2m at μ = 0.5 eV, 20 K and B = 2 T, where X is again 29.4, gives −8.333, which is −(1/3)(1/0.2)². The lower field is needed: at 10 T this mass has X ≈ 5.9, the oscillation is not damped out, and the level sum gives −4.89.

At 1 K, X = 1.469 and R_T = 0.714. The T = 0 amplitude ratio is (3√2/π)√431.9 = 28.07, so the fundamental has amplitude

28.07 × 0.714 × 8.619 A/m = 172.7 A/m.

For these parameters R_S = (−1)^p cancels the alternating sign. The fundamental at 10 T is −172.7 sin(2π × 431.9 − π/4) ≈ +171 A/m. The higher harmonics raise the oscillatory part to 196.24 A/m. Adding the steady 17.24 A/m gives 213.48 A/m, and the explicit level sum gives 213.46 A/m.

The frequency is F = 4319 T, so one period near 10 T spans only B²/F = 0.0232 T. Over such a period the level sum gives:

μ/w = 432.00: M = 162.4 A/m
μ/w = 432.25: M = −119.7 A/m
μ/w = 432.50: M = −88.7 A/m
μ/w = 432.75: M = 117.7 A/m

The formula differs from these by less than 0.2 A/m, about 0.1% of the fundamental amplitude. This is the size expected from the dropped derivatives, since (5/2)/(2π × 432) ≈ 0.001. At 10 T the fundamental amplitude equals |M_Landau| at 3.94 K; on cooling below this temperature it becomes the larger of the two.

The spin factor has a sharp consequence for m* = m/2 and g = 2. Then R_S = cos(πp/2) removes the fundamental and leaves p = 2 as the leading term. At 1 K and μ = 0.2 eV the level sum gives 25.11 A/m at μ/w = 86.1875 and −23.74 A/m at 86.4375. The formula gives 25.10 and −23.74 A/m. The sign reversal over ¼ in μ/w is what a second harmonic requires, but it does not by itself exclude a fundamental, as the table above shows. The period does: at 86.6875 and 86.9375 the level sum gives 24.93 and −23.60 A/m, so M nearly repeats after ½ in μ/w.

**(g) What changes if the density is fixed instead of μ?**

The relevant potential is then G = Ω + μn, the Helmholtz energy per volume. Its differential is

dG = (∂Ω/∂B)dB + (∂Ω/∂μ)dμ + μ dn + n dμ = −M dB + μ dn,

because ∂Ω/∂μ = −n. The same function M applies, evaluated at the μ(B) that keeps n constant. In the steady regime μ shifts by order B², which changes M by order B³ and leaves the susceptibility unaltered.

In the oscillatory regime, differentiating the rapid phase with respect to μ instead of B gives n_osc = −BM_osc/μ. To first order the compensating shift is

δμ = −n_osc/D = BM_osc/(μD).

At 10 T and 1 K this is 0.0044w. The full density change, which includes the small steady part, gives 0.0043w. The phase of the fundamental moves by 2π × 0.0043 = 0.027 rad, and M changes from 213.5 to 213.8 A/m. This field lies near a maximum of M, where a phase shift has little effect; elsewhere in the period the change reaches about 3.4 A/m, some 2% of the fundamental amplitude. The shift is small because δμ/w scales as √(w/μ): in three dimensions the motion along B spreads each Landau level over a continuum of energies, and at this temperature the oscillating part of the thermally averaged density of states is small beside D. (Without smearing, the density of states diverges at the bottom of each Landau level.)

The numerical output below lists the main values. They belong to the independent-electron model; interactions and level broadening by disorder are not included.

Numbers as computed

```
Model gas: m* = m, g = 2
chemical potential          0.500 eV
field B                     10.00 T
Landau spacing w            1.15768 meV
mu/w                        431.900
Fermi wavenumber            3.6226e+09 1/m
zero-field density          1.6056e+27 1/m^3
density of states D         4.8169e+27 1/(eV m^3)
Steady regime, T = 20 K, kT = 1.7235 meV
M Pauli, populations        25.8579 A/m
M Pauli, formula            25.8580 A/m
M Landau, level sum         -8.6193 A/m
ratio Landau/Pauli          -0.333333
M total, level sum          17.2386 A/m
chi Pauli  (SI, mu0 M/B)    3.2494e-06
chi Landau (SI, mu0 M/B)    -1.0831e-06
chi total  (SI, mu0 M/B)    2.1663e-06
ratio, classical gas (mu = -0.02 eV, 300 K, 10 T) -0.333304
ratio, m* = 0.2 m (0.5 eV, 20 K, 2 T)  -8.3333
Zero-temperature sum of (x0-n-1/2)^(3/2), x0 = 40.3
explicit sum                4123.657080
integral                    4124.037509
band-bottom term            -0.396764
Fermi-edge series           0.016337
Oscillatory regime, T = 1 K
frequency F                 4318.996 T
period in 1/B               2.3154e-04 1/T
period in B near 10 T       0.02315 T
X (p = 1)                   1.4693
R_T (p = 1)                 0.7139
fundamental amplitude       172.704 A/m
M oscillatory, formula      196.237 A/m
M total, formula            213.475 A/m
M total, level sum          213.459 A/m
One period: mu/w, B (T), M level sum (A/m), M formula (A/m)
  432.00  9.99768  162.441  162.600
  432.25  9.99189  -119.680  -119.556
  432.50  9.98612  -88.717  -88.844
  432.75  9.98035  117.725  117.572
T=0 fundamental/|Landau|    28.066
T where the two are equal   3.936 K
fixed density: shift of mu  0.004296 w
fixed density: M level sum  213.781 A/m
m* = 0.5 m, mu = 0.2 eV, 1 K: mu/w, M level sum, M formula (A/m)
  86.1875  25.1099  25.1030
  86.4375  -23.7377  -23.7421
```
